# The capacitance of a right-angled corner in a gate dielectric

## Problem

A long conducting fin has a right-angled edge. Both faces that meet there are covered by a uniform dielectric of permittivity $\varepsilon=\kappa\varepsilon_0$ and thickness $t$. The gate lies on the outside of the dielectric and consists of two planes, parallel to the faces, that meet in a sharp right angle. The fin is at potential $V$ and the gate at zero. SI units are used.

In a cross-section, let the fin fill $x>0,\ y<0$. Its faces are the positive $x$ axis and the negative $y$ axis, and the gate planes are $y=t$ and $x=-t$, meeting at $(-t,t)$. Take lengths $s_1,s_2\gg t$ of the two faces, measured from the fin's corner. The capacitance per unit length of fin is then

$$C'=\varepsilon\left[\frac{s_1+s_2}{t}+g\right].$$

Find the number $g$ that the corner adds. Then find the capacitance of a rectangular fin wholly surrounded by dielectric and gate, and say when the result can be trusted.

## A tempting solution

Cut the dielectric along the diagonal from $(0,0)$ to $(-t,t)$. Each half is a flat capacitor with a slanted end. In the upper half take $\phi=V(1-y/t)$, and in the left half $\phi=V(1+x/t)$. Each expression satisfies Laplace's equation, equals $V$ on the fin and vanishes on the gate. On the diagonal $x=-y$, so the two agree there.

The field strength is $V/t$ everywhere. The upper half has area $s_1t+t^2/2$ and the left half $s_2t+t^2/2$. Equating the field energy to $\tfrac12C'V^2$ gives

$$C'=\frac{\varepsilon}{V^2}\,\frac{V^2}{t^2}\left(s_1t+s_2t+t^2\right)=\varepsilon\left[\frac{s_1+s_2}{t}+1\right],$$

so that $g=1$. This is also what the mean of the fin's perimeter and the gate's perimeter would give.

## Where it fails

The potential is continuous across the diagonal, but the normal component of $\mathbf E=-\nabla\phi$ is not. Above the diagonal $\mathbf E=(0,V/t)$; to its left $\mathbf E=(-V/t,0)$. With the unit normal $\mathbf n=(1,1)/\sqrt2$, pointing into the upper half, the normal components are $+V/(\sqrt2\,t)$ and $-V/(\sqrt2\,t)$. Their difference, $\sqrt2\,V/t$, requires a surface charge $\sqrt2\,\varepsilon V/t$ on the diagonal. The diagonal has length $\sqrt2\,t$, so it would carry a charge $2\varepsilon V$ per unit length.

The two conductors show the same surplus. The assumed field puts $\varepsilon V(s_1+s_2)/t$ on the fin and $-\varepsilon V(s_1+s_2+2t)/t$ on the gate. These do not balance; the missing $2\varepsilon V$ is the fictitious charge in the dielectric.

The attempt still has some value. Among continuous potentials with the right values on the conductors, the true one has the least energy, so $g<1$. Also, the energy in the two rectangles above the flat faces cannot be less than that of two ideal flat capacitors, $\tfrac12\varepsilon V^2(s_1+s_2)/t$, and the corner square adds a positive amount. Hence $0<g<1$.

## The right solution

**The map.** We need a potential that is harmonic throughout the bent strip. Write $z=x+iy$ and map the upper half of a $w$ plane onto the dielectric, with the fin on $w>0$ and the gate on $w<0$. Put the fin's corner at $w=1$, the far end of the left arm at $w=0$ and that of the upper arm at $w=\infty$. The gate's corner falls at some $w=-a$.

At a vertex of interior angle $\alpha$ the boundary must turn by $\pi-\alpha$. A factor $(w-w_0)^{\alpha/\pi-1}$ in $dz/dw$ does this, because the argument of $w-w_0$ drops from $\pi$ to $0$ as $w$ passes $w_0$ from left to right. Measured inside the dielectric, the angle is $3\pi/2$ at the fin's corner, $\pi/2$ at the gate's corner and $0$ at the end of a strip. Therefore

$$\frac{dz}{dw}=\frac{A}{w}\sqrt{\frac{w-1}{w+a}}.$$

For large $w$ this is $A/w$. On a large semicircle $w=Re^{i\alpha}$ we have $dz=iA\,d\alpha$, so crossing the upper strip from fin to gate gives $i\pi A$, which must equal $it$. Hence $A=t/\pi$. For small $w$ the magnitude is $A/(\sqrt a\,|w|)$, so the left strip has width $t/\sqrt a$. Equal thickness requires $a=1$.

The position of the gate's corner checks this. On $w=e^{i\alpha}$, $(w-1)/(w+1)=i\tan(\alpha/2)$, and with $\beta=\alpha/2$

$$z_{\rm gate}=\frac t\pi\,i\,e^{i\pi/4}\,2\int_0^{\pi/2}\!\sqrt{\tan\beta}\,d\beta .$$

Put $q=\sqrt{\tan\beta}$. The integral becomes $\int_0^\infty 2q^2dq/(1+q^4)$. Since $q\to1/q$ turns $\int q^2dq/(1+q^4)$ into $\int dq/(1+q^4)$, it equals $\int_0^\infty(1+q^2)dq/(1+q^4)$. With $p=q-1/q$ this is $\int_{-\infty}^{\infty}dp/(p^2+2)=\pi/\sqrt2$. So $z_{\rm gate}=\sqrt2\,t\,e^{3\pi i/4}=-t+it$, as required.

**The charge.** The function

$$\phi=V\left(1-\frac{\arg w}{\pi}\right)$$

is harmonic, because $\arg w$ is the imaginary part of $\ln w$, and it has the right boundary values. Just above the positive real axis, at $w=u+iv$, $\arg w\simeq v/u$, so the normal field in the $w$ plane is $V/(\pi u)$. The map multiplies fields by $|dw/dz|$ and lengths by $|dz/dw|$, which leaves flux unchanged. The charge on the upper face between the corner and the point $w$ is therefore

$$q=\varepsilon\int_1^w\frac{V}{\pi u}\,du=\frac{\varepsilon V}{\pi}\ln w .$$

**The distance.** The same point lies at a distance from the fin's corner

$$s=\frac t\pi\int_1^w\sqrt{\frac{u-1}{u+1}}\,\frac{du}{u}
=\frac t\pi\int_1^w\left[\frac{1}{\sqrt{u^2-1}}-\frac{1}{u\sqrt{u^2-1}}\right]du,$$

where numerator and denominator were multiplied by $\sqrt{u-1}$. The two terms are the derivatives of $\operatorname{arccosh}u$ and $\arccos(1/u)$, so

$$s=\frac t\pi\left[\operatorname{arccosh}w-\arccos\frac1w\right].$$

Far from the corner $\operatorname{arccosh}w\to\ln 2w$ and $\arccos(1/w)\to\pi/2$. Hence

$$\ln w=\frac{\pi s}{t}+\frac\pi2-\ln2,\qquad
q=\varepsilon V\left[\frac st+\frac12-\frac{\ln2}{\pi}\right].$$

The substitution $w\to1/w$ leaves $|dz|$ and $|d\ln w|$ unchanged and exchanges the faces, so the other face has the same law with its own $s$. Adding the two,

$$\boxed{g=1-\frac{2\ln2}{\pi}=0.5587}$$

Each corner adds $0.559\,\varepsilon$. In Gaussian units a flat face has capacitance $\kappa s/(4\pi t)$ per length, and the corner adds $g\kappa/(4\pi)=0.0445\,\kappa$.

A finite-element solution of Laplace's equation in the bent strip, which does not use the map, gives $0.558729$, equal to the formula in all six decimals.

## Where the charge sits

The field on the fin is the field in the $w$ plane times $|dw/dz|$:

$$E=\frac{V}{\pi w}\,\frac{\pi w}{t}\sqrt{\frac{w+1}{w-1}}=\frac Vt\sqrt{\frac{w+1}{w-1}} .$$

On the gate, with $w=-v$, the same steps give $(V/t)\sqrt{|v-1|/(v+1)}$, which vanishes at the gate's corner. The fin's edge gathers charge and the gate's recess is starved of it. The tempting solution had $V/t$ at both places.

Near the fin's edge put $w=1+\delta$. Then

$$s\simeq\frac t\pi\int_0^\delta\sqrt{\frac{\delta'}2}\,d\delta'=\frac{\sqrt2\,t}{3\pi}\,\delta^{3/2},\qquad
E\simeq\frac Vt\sqrt{\frac2\delta}=\frac Vt\left(\frac{4t}{3\pi s}\right)^{1/3}.$$

The field diverges, but its integral over $s$, the charge, is finite. In polar coordinates about the edge the matching potential is $\phi=V[1-c\,(r/t)^{2/3}\sin(2\theta/3)]$. Its field at $\theta=0$ is $\tfrac23c\,V\,t^{-2/3}r^{-1/3}$, so $c=\tfrac32(4/3\pi)^{1/3}=1.127$. The finite-element potential on the diagonal close to the edge gives $1.125$.

Far away, $\sqrt{(w+1)/(w-1)}\simeq1+1/w$, and the law for $\ln w$ gives

$$\frac{Et}{V}-1\simeq2e^{-\pi/2}e^{-\pi s/t}.$$

From the full map, the field exceeds its flat value by 65% at $s=0.1\,t$, by 10% at $0.5\,t$ and by 1.85% at $t$.

## A face of finite width

On a rectangular fin, the midplane of each face is, by symmetry, a plane that no field crosses. Let it lie at distance $L$ from the corner. Let $\phi$ be the solution for endless faces and $\psi$ the solution with the plane in place. In the upper arm

$$\phi\simeq V\left(1-\frac yt\right)+b\,e^{-\pi x/t}\sin\frac{\pi y}{t},\qquad b=-\frac{2V}{\pi}e^{-\pi/2},$$

where $b$ follows from setting $-\partial\phi/\partial y$ at $y=0$ equal to the far field above.

The difference $\chi=\phi-\psi$ vanishes on both conductors, and $\psi$ has no normal derivative on the plane. The cross term $\int\nabla\psi\cdot\nabla\chi$ is therefore zero, and over $x<L$

$$\int|\nabla\psi|^2=\int|\nabla\phi|^2-\int|\nabla\chi|^2 .$$

Two equal losses follow, relative to the law for long faces:

- Cutting off $x>L$ removes, beyond the uniform part, $\int_L^\infty b^2(\pi/t)^2\,t\,e^{-2\pi x/t}dx=\tfrac\pi2b^2e^{-2\pi L/t}$. The cross term with the uniform field vanishes, since $\int_0^t\cos(\pi y/t)\,dy=0$.
- To leading order $\chi=-b\,e^{-2\pi L/t}e^{\pi x/t}\sin(\pi y/t)$, the wave needed to cancel the slope at $L$. Its energy integral is again $\tfrac\pi2b^2e^{-2\pi L/t}$.

Multiplying their sum by $\varepsilon/V^2$ gives, for each face cut at $L$,

$$\Delta C'=-\frac{4\varepsilon}{\pi}\,e^{-\pi}e^{-2\pi L/t}.$$

For both faces cut at $L=t/2$, as on a square wire of side $t$, the formula gives $-0.00476\,\varepsilon$ per corner and finite elements give $-0.00484\,\varepsilon$. The difference is 1.8% of the shift, which is consistent with neglected terms smaller by a factor of order $e^{-2\pi L/t}=0.043$. Even here the shift is below 1% of $g$. For a fin much thinner than $t$ the neglected terms are no longer small, and the formula understates the shift: in the limit of zero thickness, with the other face long, it gives $-0.055\,\varepsilon$ per corner where the true shift is $-0.089\,\varepsilon$.

A fin of width $W$ and height $H$, neither much less than $t$, therefore has

$$C'=\varepsilon\left[\frac{2(W+H)}{t}+4g\right]$$

up to these small terms.

## A gate-all-around sheet

Take a silicon sheet with $W=20$ nm and $H=6$ nm, a hafnium-oxide-like dielectric with $\kappa=20$ and $t=2$ nm, and a drop of 0.5 V. Then $\varepsilon=0.1771$ fF/µm, and

$$C'_{\rm flat}=0.1771\times\frac{2\times26}{2}=4.604,\qquad
4g\varepsilon=4\times0.5587\times0.1771=0.396\ \text{fF/µm}.$$

The total is $5.00$ fF/µm, or $5.00\times10^{-9}$ F/m, of which the corners hold 7.9%. The tempting value $g=1$ would give 5.31 fF/µm, 6% too much. The neighbour shifts change $C'/\varepsilon$ by only $-1.8\times10^{-5}$. Finite elements for a quarter of this sheet, with its unequal faces, give $C'/\varepsilon=7.0587$, as does the formula.

**Rounded corners.** A film grown to equal thickness around a sharp edge has a quarter-circle outer surface. The gate is then nearer the edge, and finite elements give $g=0.586$ instead of 0.559. If the fin's edge itself has radius $\rho=1$ nm, with a concentric gate, then $g=0.460$, still counting flat faces up to the point where their planes meet. This value must lie between two bounds. The quarter ring alone has at least the energy of a coaxial sector, which gives $g\ge(\pi/2)/\ln(1+t/\rho)-2\rho/t=0.430$. A trial potential linear in the distance from the fin gives $g\le(\pi/2)(\rho/t+\tfrac12)-2\rho/t=0.571$. With four such corners the total is 4.93 fF/µm, a change of 1.4%.

**The field.** On the flat faces it is $0.5\ \text{V}/2\ \text{nm}=2.5$ MV/cm, and at the middle of the rounded corner 4.3 MV/cm. For this single uniform film the latter is close to a breakdown field of roughly 5 MV/cm, although the rounding changes the total capacitance by only 1.4%. At a sharp edge the field would pass 5 MV/cm where $\sqrt{(w+1)/(w-1)}=2$, that is $w=5/3$ and $s=0.11$ nm. This is less than an atomic spacing, where a continuum permittivity has no clear meaning.

**The real device.** These dimensions are rough values in the regime of nanosheet transistors, but two assumptions of the model fail there by large amounts. First, the dielectric is not uniform: a thin silicon-dioxide layer usually lies under the high-$\kappa$ film. Adding 0.5 nm of it ($\kappa=3.9$) to the rounded sheet lowers the total from 4.93 to 2.10 fF/µm, and each corner then adds 0.021 fF/µm instead of the 0.099 of the ideal sharp corner. The fields change as well. Since $\kappa E$ is the same in both layers on a flat face, the oxide there carries $0.5\ \text{V}/(0.5+2\times3.9/20)\ \text{nm}=5.6$ MV/cm and the high-$\kappa$ film only 1.1 MV/cm, while at the middle of the rounded corner the oxide reaches about 8.4 MV/cm, so the comparison with breakdown made above does not carry over to the layered film. Second, silicon is not an equipotential up to its surface. If the channel charge lies about 1 nm deep, a series estimate lowers the flat-face part from 2.02 to 1.47 fF/µm. This keeps the perimeter of 52 nm, while a charge layer 1 nm inside has a perimeter of only 44 nm. Counted along 44 nm the flat-face part is 1.24 fF/µm, but each corner then adds 0.049 fF/µm, because the outer layers still wrap the larger outline. Treating the charge layer as an equipotential $18\times4$ nm rectangle under concentric rounded layers gives a total of 1.44 fF/µm, against 2.10 without the depth. The value $0.559\,\varepsilon$ thus describes the corner of a uniform dielectric between ideal conductors; it is not the corner capacitance of the complete transistor. Tunnelling through the film and screening inside the gate metal are left out of all these figures.

The numerical output below lists the inputs and the main results.

## Numbers as computed

```
CORNER CONSTANT
g from the map, 1 - 2 ln2/pi              = 0.558729
g from finite elements                    = 0.558729
Gaussian form g/(4 pi), times kappa       = 0.04446
gate corner from map, x/t and y/t         = -1.00000, 1.00000
corner potential coefficient, map         = 1.1273
corner potential coefficient, elements    = 1.1246
field/(V/t) on the face at s = 0.01 t      = 3.4915
field/(V/t) on the face at s = 0.10 t      = 1.6523
field/(V/t) on the face at s = 0.50 t      = 1.0998
field/(V/t) on the face at s = 1.00 t      = 1.0185
shift of C'/eps, both L = t/2, formula    = -0.004755
shift of C'/eps, both L = t/2, elements   = -0.004842
EXAMPLE INPUTS (rough typical values)
sheet width, height; dielectric t         = 20.0, 6.0; 2.0 nm
kappa; voltage drop                       = 20.0; 0.5 V
fin corner radius; interlayer thickness   = 1.0; 0.5 nm
interlayer kappa; silicon kappa           = 3.9; 11.7
channel charge depth; breakdown field     = 1.0 nm; 5.0 MV/cm
EXAMPLE RESULTS, SHARP CORNERS
permittivity eps                          = 0.17708 fF/um
flat faces                                = 4.6042 fF/um
one corner                                = 0.09894 fF/um
four corners                              = 0.3958 fF/um
total                                     = 4.9999 fF/um
total in SI                               = 4.9999e-09 F/m
corner share of total                     = 7.92 %
quarter sheet C'/eps, formula             = 7.05873
quarter sheet C'/eps, elements            = 7.05872
neighbour-corner shift of whole C'/eps    = -1.78e-05
NEGLECTED EFFECTS
g, sharp fin and quarter-circle gate      = 0.5861
g, fin radius as above, concentric gate   = 0.4604
  its lower and upper bounds              = 0.4298, 0.5708
total with rounded fin and gate           = 4.9303 fF/um
with interlayer, rounded: flat faces      = 2.0176 fF/um
with interlayer, rounded: one corner      = 0.02149 fF/um
with interlayer, rounded: total           = 2.1035 fF/um
flat faces, interlayer and charge depth   = 1.4678 fF/um
field on flat face                        = 2.500 MV/cm
field at middle of rounded corner         = 4.341 MV/cm
sharp corner exceeds breakdown within s   = 0.1091 nm
```
